# Landau Damping and Its Crossover with Collisional Damping in Semiconductor Plasmas

## Two ways for a plasmon to decay

Carriers in a doped semiconductor can oscillate together against the charge of the ionized dopants. At long wavelength this plasmon decays because carriers lose momentum to the lattice and to impurities. At shorter wavelength it also decays without such scattering: carriers moving at nearly the phase velocity of the wave take energy from it. This is Landau damping. The phase velocity of a long wave lies far out in the thermal tail, where there are very few carriers. The question is how small the resulting rate is, and at what wave number it overtakes the collisional rate.

Let one kind of carrier have density $n$, isotropic effective mass $m$ and temperature $T$, measured as an energy. The background has constant relative permittivity $\epsilon_b$. Formulas are in Hartree atomic units. Define

$$
\omega_p^2=\frac{4\pi n}{\epsilon_b m},\qquad v^2=\frac Tm,\qquad \lambda_D=\frac{v}{\omega_p},\qquad K=q\lambda_D,\qquad x=K^2 .
$$

The carriers are nondegenerate and classical, which requires $\omega_p\ll T$ as well as a Maxwellian distribution. They interact through their mean field. The band is taken as parabolic up to the energies of the resonant carriers, which lie several $T$ above the band edge. Optical phonons are left out, so $\epsilon_b$ does not vary near $\omega_p$. Waves vary as $e^{iqz-i\omega t}$ with $q>0$ and $\omega=\omega_r-i\gamma$. Thus $\gamma$ is the decay rate of the amplitude, and the energy decays at $2\gamma$.

## Collisionless response

Let $u$ be the velocity along $\mathbf q$, and let $F(u)=(2\pi v^2)^{-1/2}e^{-u^2/2v^2}$ be its normalized distribution. If $U$ is the potential energy of a carrier in the wave, the linearized kinetic equation is

$$
-i(\omega-qu)f_1-\frac{iqU}{m}\,nF'(u)=0,
\qquad
f_1=-\frac{qU}{m}\frac{nF'(u)}{\omega-qu}.
$$

Like carriers repel, so Poisson's equation gives $U=4\pi n_1/(\epsilon_bq^2)$ with $n_1=\int f_1\,du$. Inserting $f_1$ and dividing by $n_1$ gives the mode condition $\epsilon=0$, where

$$
\frac{\epsilon}{\epsilon_b}=1+\chi(\omega),\qquad
\chi(\omega)=\frac{\omega_p^2}{q}\int\frac{F'(u)}{\omega-qu}\,du .
$$

For a Maxwellian, $F'=-uF/v^2$. Writing $u/(\omega-qu)=q^{-1}[-1+\omega/(\omega-qu)]$ gives

$$
\chi(\omega)=\frac1{K^2}\left[1-\omega\int\frac{F(u)}{\omega-qu}\,du\right]
=\frac{1+\zeta Z(\zeta)}{K^2},
$$

$$
\zeta=\frac{\omega}{\sqrt2\,qv},\qquad
Z(\zeta)=\frac1{\sqrt\pi}\int\frac{e^{-s^2}}{s-\zeta}\,ds .
$$

The integral is defined for $\operatorname{Im}\omega>0$, as for a disturbance switched on in the past. It must be continued analytically from there to the lower half-plane. On the real axis the pole is approached from above, which adds $i\pi$ times the residue:

$$
\frac{\operatorname{Im}\epsilon}{\epsilon_b}=\frac{\sqrt\pi\,\zeta e^{-\zeta^2}}{K^2}.
$$

This is positive because $F'<0$ at the phase velocity: slightly slower carriers, which gain energy on average, outnumber slightly faster ones, which lose it.

## The plasmon frequency

For small $K$ the phase velocity is large compared with $v$. Expanding the principal-value integral in $1/\zeta$ requires the Gaussian averages $\langle s^{2j}\rangle=(2j-1)!!/2^j$. Let $W=\omega_r^2/\omega_p^2$, so that $\zeta^2=W/(2x)$. The real part is then

$$
\frac{\operatorname{Re}\epsilon}{\epsilon_b}
=1-\frac1W-\frac{3x}{W^2}-\frac{15x^2}{W^3}-\frac{105x^3}{W^4}-\cdots .
$$

Setting it to zero and multiplying by $W$ gives

$$
W=1+\frac{3x}{W}+\frac{15x^2}{W^2}+\frac{105x^3}{W^3}+\cdots .
$$

Try $W=1+3x+ax^2+bx^3$. Then $1/W=1-3x+(9-a)x^2+\cdots$ and $1/W^2=1-6x+\cdots$. The coefficient of $x^2$ gives $a=-9+15=6$. The coefficient of $x^3$ gives $b=3(9-6)-90+105=24$. Hence

$$
W=1+3K^2+6K^4+24K^6+\cdots .
$$

The series is asymptotic. Successive terms of the response have the ratio $(2j+1)x/W$, which eventually exceeds one however small $x$ is. More terms therefore help up to a point that comes earlier as $K$ grows.

## The exponentially small rate and its first correction

For weak damping, expand $\epsilon(\omega_r-i\gamma)=0$ about the real frequency:

$$
\operatorname{Re}\epsilon(\omega_r)-i\gamma\,\frac{\partial\operatorname{Re}\epsilon}{\partial\omega}
+i\operatorname{Im}\epsilon(\omega_r)=0,
\qquad
\gamma_L=\frac{\operatorname{Im}\epsilon}{\partial\operatorname{Re}\epsilon/\partial\omega}.
$$

This step needs more than $\gamma_L\ll\omega_p$. The factor $e^{-\zeta^2}$ has logarithmic derivative $-\omega/(q^2v^2)$, about $-1/(K^2\omega_p)$, so the expansion needs $\gamma_L\ll K^2\omega_p$. As $K\to0$ this holds, because $\gamma_L$ is exponentially small.

Since $\omega_r=\omega_p\sqrt W$, differentiating the real part term by term gives

$$
\frac{\omega_p}{\epsilon_b}\frac{\partial\operatorname{Re}\epsilon}{\partial\omega}
=\frac{2}{W^{3/2}}\left(1+\frac{6x}{W}+\frac{45x^2}{W^2}+\cdots\right).
$$

The numerator is $\sqrt\pi\,(W/2x)^{1/2}x^{-1}e^{-W/2x}$. The powers of $W$ combine to $W^{1/2}W^{3/2}=W^2$, and the constants to $\sqrt\pi/(2\sqrt2)=\sqrt{\pi/8}$:

$$
\frac{\gamma_L}{\omega_p}=\sqrt{\frac\pi8}\,x^{-3/2}\,
\frac{W^2}{1+6x/W+45x^2/W^2+\cdots}\,e^{-W/2x}.
$$

The frequency shift, although small, is divided by $2x$ in the exponent:

$$
\frac{W}{2x}=\frac1{2x}+\frac32+3x+12x^2+\cdots .
$$

The thermal term $3x$ of the dispersion thus leaves a factor $e^{-3/2}$ that survives as $K\to0$. Using $\omega_r=\omega_p$ in the exponent would make the limiting rate too large by $e^{3/2}\approx4.5$.

The prefactor must be expanded to the same order. Its numerator is $W^2=1+6x+21x^2+\cdots$. In its denominator, $6x/W=6x-18x^2+\cdots$, so the denominator is $1+6x+27x^2+\cdots$. The terms linear in $x$ cancel in the quotient, which is $1-6x^2+\cdots$. With the $-12x^2$ from the exponent,

$$
\boxed{\frac{\gamma_L}{\omega_p}=\sqrt{\frac\pi8}\,\frac1{K^3}
\exp\left(-\frac1{2K^2}-\frac32-3K^2\right)\left[1-18K^4+\cdots\right]}
$$

The leading form omits $-3K^2$ and the bracket. The first correction is the factor $e^{-3K^2}$.

High-precision roots of the full response test this law. At $K=0.05$ the rate is $1.5\times10^{-84}\omega_p$, and the fitted $K^4$ coefficient is $-18.35$. Its difference from $-18$ is of the size expected of the next power, since $-0.35/K^2$ corresponds to a $K^6$ coefficient of about $-140$, and carrying the same expansion one order further gives $-138$.

At $K=0.20$ the leading form exceeds the root, $5.51\times10^{-5}\omega_p$, by 18%, and the corrected form by 5%. At $K=0.30$ the excesses are 59% and 21%. At $K=0.35$ the corrected form is 11% too large. This smaller error is not a sign of convergence: the logarithmic slope of the corrected form,

$$
\frac{d\ln\gamma_L}{d\ln K}=\frac1{K^2}-3-6K^2,
$$

vanishes at $K\approx0.48$, where the formula turns over. Near $K=0.35$ it is an estimate, and its error need not vary smoothly in one direction.

## Collisional damping

Now let collisions relax the carriers toward a Maxwellian at rest with the local density. They conserve carrier number but destroy momentum at the constant rate $\nu=1/\tau$. They also relax the carrier energy at this rate, which purely elastic impurity scattering would not do. The collision term is $-\nu f_1+\nu n_1F$. With $\Omega=\omega+i\nu$ the kinetic equation gives

$$
f_1=-\frac{qU}{m}\frac{nF'}{\Omega-qu}+i\nu n_1\frac{F}{\Omega-qu}.
$$

Integrate over $u$. The first term gives $-n_1\chi(\Omega)$. For the second, the Maxwellian identity found above, taken at $\Omega$, reads $\int F/(\Omega-qu)\,du=[1-K^2\chi(\Omega)]/\Omega$. Therefore

$$
1=-\chi(\Omega)+\frac{i\nu}{\Omega}\left[1-K^2\chi(\Omega)\right].
$$

Multiplying by $\Omega$ and using $\Omega-i\nu=\omega$,

$$
\omega+\left(\Omega+i\nu K^2\right)\chi(\Omega)=0 .
$$

For small $K$, leave out the resonant part and measure frequencies in units of $\omega_p$ for this calculation. Then $\chi(\Omega)=-\Omega^{-2}(1+3x/\Omega^2+\cdots)$, and to first order in $x$

$$
\omega\Omega=1+\frac{3x}{\Omega^2}+\frac{i\nu x}{\Omega}.
$$

Put $\omega=\omega_r-i\gamma_c$ and keep terms linear in $\nu$. The imaginary part of the left side is $\omega_r(\nu-2\gamma_c)$. On the right, $\Omega=\omega_r+i(\nu-\gamma_c)$. In terms already proportional to $x$ one may set $\omega_r=1$ and $\gamma_c=\nu/2$. The two terms then contribute $-6x(\nu/2)=-3x\nu$ and $+x\nu$, so

$$
\omega_r(\nu-2\gamma_c)=-2x\nu,
\qquad
\gamma_c=\frac\nu2\left(1+2K^2+\cdots\right).
$$

The leading factor one half has a direct meaning. Collisions reduce the kinetic energy of the drift at rate $2\nu$, but on average half of the wave energy is kinetic. The energy therefore decays at $\nu$ and the amplitude at $\nu/2$. A numerical root at $K=0.10$ and $\nu=0.01\,\omega_p$ gives 2.065 for the $K^2$ coefficient, consistent with 2 plus a correction of higher order. The value 2 belongs to this collision term; scattering that conserves energy changes the coefficient, but not the leading $\nu/2$.

Carrier–carrier collisions conserve total momentum. With a single mass they do not damp the uniform oscillation, but they can add damping at finite $q$, which this model leaves out.

## Where the rates cross

Set the leading Landau rate equal to $\nu/2$, and let $y=1/K^2$:

$$
\sqrt{\frac\pi8}\,y^{3/2}e^{-y/2-3/2}=\frac{\nu}{2\omega_p}
\quad\Longrightarrow\quad
y^{3/2}e^{-y/2}=C,\qquad
C=\frac{\nu}{\omega_p}e^{3/2}\sqrt{\frac2\pi}.
$$

Raise this to the power $2/3$ and multiply by $-1/3$:

$$
-\frac y3\,e^{-y/3}=-\frac{C^{2/3}}3 .
$$

This is the defining equation of the Lambert function, $We^W=\text{argument}$. The long-wave solution has $y>3$, hence $-y/3<-1$, which selects the lower real branch:

$$
\boxed{K_*=\left[-3W_{-1}\left(-\frac{C^{2/3}}3\right)\right]^{-1/2}}
$$

Here $W_{-1}$ is the Lambert function, not the squared frequency $W$. The function $y^{3/2}e^{-y/2}$ has its maximum $(3/e)^{3/2}\approx1.16$ at $y=3$, so a real solution needs $C\leq1.16$, or $\nu/\omega_p\leq0.32$. At that limit $K_*=0.58$, where the long-wave expansion has already failed. The usable condition is $\nu\ll\omega_p$.

Taking the logarithm shows how slowly the crossover moves:

$$
y=2\ln\frac{\omega_p}{\nu}+3\ln y-3-\ln\frac2\pi .
$$

Keeping the first term gives $K_*\approx[2\ln(\omega_p/\nu)]^{-1/2}$. The neglected $3\ln y$ grows slowly but is far from negligible in practice. At $\nu/\omega_p=10^{-4}$ the crude form gives 0.233, while the numerical crossover is 0.200.

### First correction to the crossover

Including the first corrections to both rates replaces $C$ by $C(1+2K^2)e^{3K^2}$. Its logarithm rises by $5K^2=5/y$ to first order. Let $y_0=1/K_*^2$ be the leading solution, and linearize $\tfrac32\ln y-\tfrac12y$ about it:

$$
\left(\frac3{2y_0}-\frac12\right)\delta y=\frac5{y_0}
\quad\Longrightarrow\quad
\delta y=-\frac{10}{y_0-3}.
$$

Since $\delta K/K=-\delta y/(2y)$,

$$
\frac{\delta K}{K_*}=\frac5{y_0(y_0-3)}=\frac{5K_*^4}{1-3K_*^2}.
$$

The rate correction of order $K^2$ thus becomes a shift of order $K^4$, because the steep exponential lets a small change in $K$ make up for it. At $\nu/\omega_p=10^{-4}$, $K_*=0.1976$ and the shift is 0.9%, giving 0.1993. For larger $\nu$ it is better to evaluate $(1+2K^2)e^{3K^2}$ at $K_*$ and solve the Lambert equation once more. That is the corrected estimate used below.

### May the two rates be added?

With collisions present, the resonant exponential is evaluated at $\Omega$, whose imaginary part is $\nu-\gamma$. At the leading-order crossover, $\gamma_L=\gamma_c=\nu/2$. If the rates add, then $\gamma=\nu$, and $\operatorname{Im}\Omega$ vanishes. The resonance is then sampled at a nearly real frequency, which makes addition self-consistent there.

To test it, define the numerical crossover by the condition that the total damping from the collisional mode equation is twice the collisionless Landau rate. At $\nu/\omega_p=0.01$ the total is 2.4% larger than the sum of the collisionless root and $(\nu/2)(1+2K^2)$. This difference contains the omitted higher powers of $K^2$ in $\gamma_c$ as well as any failure of addition, so the test shows additivity to a few percent and no better. An independent solution of the initial-value problem in time reproduces the mode damping both without collisions, at $K=0.30$, and with them, at $K=0.27$.

Relative to the numerical crossover, the Lambert estimate is 11% low at $\nu/\omega_p=0.05$ and 1% low at $10^{-4}$. The corrected estimate is closer in each of the four cases tested: it is 4% low at 0.05 and 0.3% low at $10^{-4}$. Over this 500-fold range of scattering rate the numerical $K$ changes from 0.346 to 0.200.

## A worked estimate

Take $n=10^{16}\ \mathrm{cm^{-3}}$, $m=0.03$ electron masses, $\epsilon_b=16$, $T=300$ K and $\tau=2$ ps. These are round model parameters, not those of a particular material. The implied mobility $e\tau/m$ is about $1.2\times10^5\ \mathrm{cm^2/(V\,s)}$, higher than is usual even in high-mobility bulk semiconductors at room temperature. A shorter $\tau$ would raise $\nu$ and move the crossover to larger $K$. They give $\omega_p=8.14\times10^{12}\ \mathrm{s^{-1}}$ and $\lambda_D=47.8$ nm. The collision rate is $\nu=1/\tau=5.0\times10^{11}\ \mathrm{s^{-1}}$, so

$$
\frac\nu{\omega_p}=\frac{5.0\times10^{11}}{8.14\times10^{12}}=0.0614,
\qquad C=0.0614\times3.576=0.220 .
$$

The Lambert solution is $K_*=0.318$, or $y_0=9.91$. The correction factor there is $(1+2\times0.101)e^{3\times0.101}=1.63$. Solving again with $C=0.357$ gives $K=0.344$. The numerical crossover is $K=0.359$, so the two estimates are 12% and 4% low. In physical terms

$$
q=\frac{0.359}{47.8\ \mathrm{nm}}=0.0075\ \mathrm{nm^{-1}},
\qquad \frac{2\pi}{q}\approx0.84\ \mathrm{\mu m}.
$$

At this wave number the Landau rate is $3.2\times10^{11}\ \mathrm{s^{-1}}$ and the total is $6.4\times10^{11}\ \mathrm{s^{-1}}$. The long-wave collisional rate is $\nu/2=2.5\times10^{11}\ \mathrm{s^{-1}}$; the factor $1+2K^2=1.26$ raises it to $3.1\times10^{11}\ \mathrm{s^{-1}}$. The sum of the separate rates falls 1.2% short of the total. So close an agreement does not prove that the rates add to this accuracy. The fitted 2.065 at $K=0.10$ implies a term of about $6K^4$ in the bracket of $\gamma_c$, and at $K=0.359$ that omitted term alone is about 4% of the total. The next term is about as large, so the truncated expansion of $\gamma_c$ cannot settle the matter at this wave number. At half the crossover wave number the Landau rate is $3.3\times10^7\ \mathrm{s^{-1}}$, smaller by a factor of about $10^4$, and collisions dominate.

The leading equation also shows what controls the answer. Differentiation gives $d\ln K_*/d\ln(\nu/\omega_p)=1/(y_0-3)=0.14$ here, and a full doubling of the scattering rate raises $K_*$ by about 13%. At fixed $T$ and $\nu$, a higher density shortens $\lambda_D$ as $n^{-1/2}$ but also lowers $\nu/\omega_p$. The leading estimate $K_*/\lambda_D$ therefore grows locally as $n^{0.5-0.07}=n^{0.43}$. The numerical crossover is somewhat more sensitive. Its values 0.3456 at $\nu/\omega_p=0.05$ and 0.3594 at 0.0614 give a local slope of about 0.19 and a growth close to $n^{0.4}$. The slope increases with $\nu$, so a full doubling of $\nu$ raises the numerical crossover by about 17%.

Several ratios limit the trust to be placed in these digits. The degeneracy measure $n\lambda_{\rm th}^3/2$, with $\lambda_{\rm th}=\sqrt{2\pi/(mT)}$, is 0.08, and $\omega_p/T=0.21$. Including quantum recoil in the response changes the Landau rate at the crossover by 0.1%. The expansion parameter $\gamma_L/(K^2\omega_p)$ is about 0.3, so the analytic rate is near the edge of its range, although the numerical root does not use that expansion.

Two limitations are more serious. The first is the parabolic band. At the crossover the resonant carriers move at $\omega_r/q\approx3.4v$, an energy of about $6T\approx0.15$ eV. Bulk semiconductors with a mass near 0.03 have gaps $E_g$ of roughly 0.4 to 0.7 eV, and their bands are strongly nonparabolic at such energies. In the two-band (Kane) dispersion the carrier velocity cannot exceed $\sqrt{E_g/2m}=v\sqrt{E_g/2T}$, which is $3.1v$ for $E_g=0.5$ eV. The fast tail that produces Landau damping is then largely removed. For gaps of 0.7 eV or less the Landau rate at this wave number falls by more than an order of magnitude, at half this wave number no carrier is fast enough to resonate, and the crossover moves to larger $K$. The numbers above therefore describe the parabolic model, not a real narrow-gap material. The second limitation is the mean field: a Debye sphere holds about 4.6 carriers, whereas the theory assumes many. Carrier correlations and carrier–carrier collisions may therefore shift the result by more than the difference between the corrected and numerical crossovers. For this plasma, $q\lambda_D\approx0.36$ is the mean-field value for a parabolic band. The size of these further effects is not estimated here. As a guide, halving or doubling the collision rate in the same mode equations moves the crossover to 0.32 or 0.42. These two values follow from the function `crossover_numerical` in the program; the numerical output below gives the values for the worked case itself.

## Computed results

```
TIME-DOMAIN CHECK (rates / plasma frequency)
K=0.30, nu=0.00: time 0.012620, root 0.012620
K=0.27, nu=0.01: time 0.011043, root 0.011044
K=0.05: Landau rate = 1.5363e-84
Fitted K^4 coefficient in Landau rate = -18.35
Fitted K^6 coefficient in squared frequency = 24.46
Fitted K^2 coefficient in collisional rate = 2.065
LANDAU RATE / plasma frequency: K, leading, refined, root
0.15  9.254e-09  8.650e-09  8.553e-09
0.20  6.514e-05  5.777e-05  5.511e-05
0.25  3.002e-03  2.489e-03  2.164e-03
0.30  2.002e-02  1.528e-02  1.262e-02
0.35  5.505e-02  3.812e-02  3.432e-02
CROSSOVER K: nu/omega_p, logarithm, Lambert, corrected, numerical
0.0500  0.4085  0.3087  0.3302  0.3456
0.0100  0.3295  0.2605  0.2683  0.2751
0.0010  0.2690  0.2220  0.2251  0.2269
0.0001  0.2330  0.1976  0.1993  0.1999
Total / summed rates at nu/omega_p=0.01: 1.0242
WORKED EXAMPLE
Carrier density = 1.0e+16 cm^-3
Effective mass = 0.03 electron masses
Background permittivity = 16.0 (relative)
Temperature = 300 K
Relaxation time = 2.0 ps
Plasma frequency = 8.1427e+12 s^-1
Plasmon energy at q=0 = 5.360 meV
Debye length = 47.81 nm
nu/omega_p = 0.06140
Degeneracy n*lambda_th^3/2 = 0.0767
Plasmon energy / thermal energy = 0.2073
Coulomb coupling parameter = 0.1209
Carriers in a Debye sphere = 4.58
Crossover K, Lambert = 0.3176
Crossover K, corrected = 0.3436
Crossover K, numerical = 0.3594
Crossover wave number = 0.00752 nm^-1
Crossover wavelength = 835.9 nm
Long-wave collisional rate = 2.5000e+11 s^-1
Landau rate at crossover = 3.2229e+11 s^-1
Total rate at crossover = 6.4458e+11 s^-1
Total / summed rates at crossover = 1.0121
Landau rate at half crossover K = 3.2694e+07 s^-1
Landau rate with recoil / classical = 1.00121
```
